# QSGW without ladders and the 0.8 Σ scaling in a solvable model, part 1

(Sections cited here and not found follow in the second part.)

**Quasiparticle energies in W, the missing ladders, and the 0.8 Σ scaling**

**1. Definitions and conventions**

Units are Gaussian. Frequencies are written as energies, so \(\omega\) stands for \(\hbar\omega\) except in \(\hbar\omega_p\). Numbers are in eV and Å.

The GW self-energy is \(\Sigma(\omega)=i\int\frac{d\omega'}{2\pi}\,G(\omega+\omega')W(\omega')\), where \(W\) is the Coulomb interaction screened by the polarization \(-iGG\) of a non-interacting electron and hole (the RPA). In eigenvalue self-consistent GW (evGW) the energies in \(G\) and \(W\) are replaced by the quasiparticle energies until they reproduce themselves. In quasiparticle self-consistent GW (QSGW) the orbitals are updated too, through the static potential with elements \(\tfrac12\,\mathrm{Re}[\Sigma_{ij}(E_i)+\Sigma_{ij}(E_j)]\). Ladders are the repeated screened attraction between the electron and the hole inside the polarization, as in the Bethe–Salpeter equation. The scaled scheme uses \(H_\lambda=H_{\rm loc}+\lambda(\Sigma-V_{\rm loc})\), with a local-potential reference such as LDA and \(\lambda=0.8\).

Empirically, QSGW with RPA screening gives electronic dielectric constants of semiconductors roughly 20 percent low and gaps too large. The 20 percent is a rough observed size and not a theorem. The sign of both errors can be proved in a solvable model, and their sizes computed there.

**2. The model**

Cells sit on a simple cubic lattice, \(V=a^3\). Each neutral cell holds \(g\) electron flavours, each with a filled \(s\) orbital \(v\) and an empty triplet \(c_x,c_y,c_z\) lying \(\Omega_0\) higher. There is no hopping, so both bands are flat. Cell \(i\) has net charge \(Q_i=-e(N_i-g)\) and dipole \(P_{i\mu}=d\sum_{b=1}^{g}(c^\dagger_{b\mu}v_b+v_b^\dagger c_{b\mu})\), both smeared with the form factor \(f(k)=e^{-k^2\sigma^2/2}\). The product \(f^2=e^{-k^2\sigma^2}\) is the transform of the normalized Gaussian \((4\pi\sigma^2)^{-3/2}e^{-R^2/4\sigma^2}\), whose potential is \(\phi(R)=\mathrm{erf}(R/2\sigma)/R\). The normal-ordered interaction is
\[
H_{\rm int}=\tfrac12\sum_{ij}Q_iQ_j\phi_{ij}+\sum_{ij}Q_i\,\mathbf c_{ij}\!\cdot\!\mathbf P_j+\tfrac12\sum_{ij}\mathbf P_i T_{ij}\mathbf P_j,
\]
with \(\mathbf c_{ij}=\nabla\phi(\mathbf R_j-\mathbf R_i)\) and \(T_{\mu\nu}=-\partial_\mu\partial_\nu\phi\). From \(\mathrm{erf}\,u=\frac{2}{\sqrt\pi}(u-u^3/3+\dots)\) one gets \(\phi=\frac{1}{\sqrt\pi\sigma}(1-R^2/12\sigma^2+\dots)\), hence on one site
\[
U=e^2\phi(0)=\frac{e^2}{\sqrt\pi\,\sigma},\qquad \mathbf c_{ii}=0,\qquad T_{ii}=\frac{1}{6\sqrt\pi\,\sigma^3}\,\mathbb 1 .
\]
The dipole is fixed by giving the transition unit oscillator strength, \(2m\Omega_0d^2/e^2\hbar^2=1\). Define \(\gamma=gd^2\). The model is solved for large \(g\) at fixed \(\gamma\): collective screening, of order \(gd^2\), is kept, and terms of order \(d^2=\gamma/g\) are set aside and weighed in section 9.

The example takes round parameters and no material: \(a=3.5\) Å, \(g=8\), \(\sigma=1.4\) Å, \(\Omega_0=7\) eV. Then \(d^2/e^2=3.810/7\) Å\(^2\), \(d/e=0.738\) Å, \(\gamma=62.70\) eV Å\(^3\) and \(U=14.40/(\sqrt\pi\times1.4)=5.803\) eV.

**3. First contribution: Hartree and Fock**

Orbitals \(v\) and \(c\) carry the same charge cloud, so the Hartree potential, or any potential built from that cloud, shifts them equally. The gap of this local reference is \(\Omega_0\). The Fock term sums over filled orbitals of the same flavour. For \(v\) it is \(-(vv|vv)=-U\). For \(c_\mu\) it is \(-(c_\mu v|vc_\mu)=-K\), with \(K=d^2/(6\sqrt\pi\sigma^3)\). Thus
\[
E_g^{\rm HF}=\Omega_0+U-K .
\]
\(K\) is of order \(1/g\). At leading order exchange opens the gap from 7 to 12.80 eV.

**4. Second contribution: RPA screening for a pair energy E**

Let the pair energy entering the polarization be \(E\). Resonant and antiresonant terms give, per cell,
\[
\alpha(\omega)=gd^2\Big[\frac1{E-\omega}+\frac1{E+\omega}\Big]=\frac{2\gamma E}{E^2-\omega^2},\qquad \alpha\equiv\alpha(0)=\frac{2\gamma}{E}.
\]
Put a static charge \(e\) on cell 0. The induced dipoles minimize \(e\,\mathbf c\cdot\mathbf P+\tfrac12\mathbf P(\alpha^{-1}+T)\mathbf P\), where vectors run over all cells, so \(\mathbf P=-e(\alpha^{-1}+T)^{-1}\mathbf c\). A second charge \(e\) on the same cell feels \(U+e\,\mathbf c\cdot\mathbf P\), which is the static on-site screened interaction
\[
W_0=U-e^2\,\mathbf c\,(\alpha^{-1}+T)^{-1}\mathbf c .
\]
The minimum energy itself is \(\tfrac12(W_0-U)\). Poisson summation turns lattice sums into sums over \(\mathbf k=\mathbf q+\mathbf G\), with \(\nabla\to i\mathbf k\):
\[
v(\mathbf q)=\frac{4\pi}{V}\sum_{\mathbf G}\frac{f^2}{k^2},\quad \mathbf c(\mathbf q)=\frac{4\pi}{V}\sum_{\mathbf G}\frac{\mathbf k f^2}{k^2},\quad T(\mathbf q)=\frac{4\pi}{V}\sum_{\mathbf G}\frac{\mathbf k\mathbf k f^2}{k^2}.
\]
The factor \(i\) in the transform of \(\nabla\phi\) cancels against its conjugate. Let \(t_s\ge0\) be the eigenvalues of \(T(\mathbf q)\), \(c_s\) the components of \(\mathbf c(\mathbf q)\) on the eigenvectors, and \(\langle\;\rangle\) the zone average, with \(e^2\langle v\rangle=U\). Since \(1/(\alpha^{-1}+t_s)=2\gamma/(E+2\gamma t_s)\),
\[
W_0(E)=U-e^2\Big\langle\sum_s\frac{2\gamma\,c_s^2}{E+2\gamma t_s}\Big\rangle .
\]
Three properties follow. The derivative \(e^2\langle\sum_s2\gamma c_s^2/(E+2\gamma t_s)^2\rangle\) is positive, so \(W_0\) increases with \(E\). The second derivative \(-2e^2\langle\sum_s2\gamma c_s^2/(E+2\gamma t_s)^3\rangle\) is negative, so \(W_0\) is concave. And \(W_0>0\), because for each \(\mathbf q\) the quadratic form
\[
\frac{4\pi}{V}\sum_{\mathbf G}\frac{f^2}{k^2}(1+\mathbf k\cdot\mathbf x)^2+\frac{x^2}{\alpha}=v+2\mathbf c\cdot\mathbf x+\mathbf x(\alpha^{-1}+T)\mathbf x
\]
is positive, and its minimum over \(\mathbf x\) is \(w(\mathbf q)=v-\mathbf c(\alpha^{-1}+T)^{-1}\mathbf c\), with \(W_0=e^2\langle w\rangle\).

The dielectric constant is the limit of \((A/q^2)/w\) as \(q\to0\), with \(A=4\pi/V\). There \(v\to A/q^2\), and \(\mathbf c\to A\hat{\mathbf q}/q\) because the terms \(\pm\mathbf G\) cancel. Cubic symmetry turns \(G_\mu G_\nu/G^2\) into \(\delta_{\mu\nu}/3\), so \(T\to A\hat{\mathbf q}\hat{\mathbf q}+T_{\rm loc}\mathbb 1\) with \(T_{\rm loc}=\frac{A}{3}\sum_{\mathbf G\neq0}e^{-G^2\sigma^2}\). Only the longitudinal eigenvalue \(A+T_{\rm loc}\) couples to \(\mathbf c\):
\[
w\to\frac{A}{q^2}\Big[1-\frac{A}{\alpha^{-1}+T_{\rm loc}+A}\Big]=\frac{A}{q^2}\,\frac{\alpha^{-1}+T_{\rm loc}}{\alpha^{-1}+T_{\rm loc}+A},
\]
\[
\varepsilon(E)=1+\frac{A}{\alpha^{-1}+T_{\rm loc}}=1+\frac{8\pi\gamma/V}{E+L},\qquad L=2\gamma T_{\rm loc}.
\]
With \(\omega_p^2=4\pi ge^2/mV\) and \(\gamma=ge^2\hbar^2/2m\Omega_0\), the numerator is \((\hbar\omega_p)^2/\Omega_0\). For \(E=\Omega_0\) and \(L=0\) this is the Penn form \(1+(\hbar\omega_p/\Omega_0)^2\). In the example \(\hbar\omega_p=16.04\) eV, the numerator is \(16.04^2/7=36.75\) eV, and \(L=0.133\) eV.

**5. Third contribution: the correlation self-energy**

At finite frequency \(1/(\alpha(\omega)^{-1}+t_s)=2\gamma E/(\Omega_s^2-\omega^2)\), with \(\Omega_s^2=E^2+2\gamma Et_s\). Writing \(|M_s|^2=e^2c_s^2\gamma E/\Omega_s\), the time-ordered correlation part of the on-site interaction is
\[
W^c(\omega')=-\Big\langle\sum_s\frac{2\Omega_s|M_s|^2}{\Omega_s^2-\omega'^2}\Big\rangle=\Big\langle\sum_s|M_s|^2\Big[\frac{1}{\omega'-\Omega_s+i0}-\frac{1}{\omega'+\Omega_s-i0}\Big]\Big\rangle ,
\]
and \(W^c(0)=-2\langle\sum_s|M_s|^2/\Omega_s\rangle=W_0-U\). For an empty intermediate level, \(G=1/(\omega+\omega'-E_c+i0)\) has its pole below the real axis. Closing above picks up \(\omega'=-\Omega_s\) with residue \(-|M_s|^2G(\omega-\Omega_s)\) and prefactor \(i\cdot 2\pi i/2\pi=-1\). For a filled level the pole of \(G\) is above, and closing below picks up \(\omega'=+\Omega_s\) with residue \(+|M_s|^2G(\omega+\Omega_s)\) and prefactor \(i(-2\pi i)/2\pi=+1\). Therefore
\[
\Sigma^c_{cc}(\omega)=\Big\langle\sum_s\frac{|M_s|^2}{\omega-E_c-\Omega_s}\Big\rangle,\qquad \Sigma^c_{vv}(\omega)=\Big\langle\sum_s\frac{|M_s|^2}{\omega-E_v+\Omega_s}\Big\rangle .
\]
When the energies in \(G\) are the output energies, the quasiparticle equation is evaluated at \(\omega=E_c\) and \(\omega=E_v\), the renormalization factor drops out, and
\[
\Sigma^c_{cc}(E_c)=\tfrac12(W_0-U),\qquad \Sigma^c_{vv}(E_v)=-\tfrac12(W_0-U).
\]
Adding these to the Fock gap at leading order,
\[
E_g=\Omega_0+U+(W_0-U)=\Omega_0+W_0(E).
\]
The whole correction to the local gap is the static on-site screened interaction.

QSGW and evGW coincide here because no off-diagonal element can rotate the orbitals. \(G\) is diagonal in cell and flavour, so \(\Sigma\) is too. The element \(\Sigma_{vc}\) joins an even and an odd orbital and vanishes by inversion about the site, and \(\Sigma_{c_xc_y}\) vanishes by cubic symmetry. The dipole \(d\) is therefore not updated.

**6. Fourth contribution: quasiparticle energies fed into W**

QSGW sets the pair energy equal to the gap:
\[
E_{\rm QS}=\Omega_0+W_0(E_{\rm QS}).
\]
The function \(\Omega_0+W_0(E)-E\) equals \(W_0(\Omega_0)>0\) at \(E=\Omega_0\) and is negative at \(E=\Omega_0+U\) because \(W_0<U\). It is also positive for \(0<E<\Omega_0\), and a concave function that is positive on the left crosses zero once. The root is unique and \(E_{\rm QS}>\Omega_0\). In the example \(E_{\rm QS}=7+1.896=8.896\) eV, \(\alpha=2(62.70)/8.896=14.10\) Å\(^3\) and \(\varepsilon_{\rm QS}=1+36.75/(8.896+0.133)=5.07\).

**7. Fifth contribution: the ladders**

\(E_g\) is the cost of an electron and a hole at infinite separation. The pair that carries the dipole has both on one cell. The direct Bethe–Salpeter kernel for that pair is \(-(vv|W|cc)=-W_0\). Pairs on different cells have energy \(E_g-W(R)\), carry no dipole, and do not mix in without hopping. The kernel that couples resonant and antiresonant pairs, \(-(vc|W|cv)\), is of order \(d^2\) and acts within one flavour, so it is \(O(1/g)\). The ladder sum thus replaces the pair energy by
\[
E_g-W_0=\Omega_0 ,
\]
for any \(W_0\) used in both the self-energy and the kernel. Closing the loop with this polarization gives
\[
E_{\rm L}=\Omega_0+W_0(\Omega_0),\qquad \varepsilon_{\rm L}=\varepsilon(\Omega_0).
\]
This is the exact result at large \(g\), as a direct solution shows. Each \(N_i\) is conserved. In the flavour-symmetric sector the operator \(b_\mu^\dagger=g^{-1/2}\sum_b c^\dagger_{b\mu}v_b\) obeys \([b_\mu,b^\dagger_\nu]=\delta_{\mu\nu}\) up to terms of order (number of excitations)\(/g\), so \(P_\mu=\sqrt\gamma\,(b_\mu+b^\dagger_\mu)\) with energy \(\Omega_0b^\dagger_\mu b_\mu\). An excitation leaves \(Q_i\) unchanged, so it costs \(\Omega_0\) with no charging energy. These oscillators have \(\alpha=2\gamma/\Omega_0\). A charge \(\pm e\) couples to them linearly, and completing the square lowers the energy by exactly the classical amount, giving \(\tfrac12[W_0(\Omega_0)-U]\) for either sign. The normal-ordered charge term \(\tfrac12U[(N-g)^2-N]\) has second difference \(U\) in \(N\). Hence \(E(N{+}1)+E(N{-}1)-2E(N)=\Omega_0+U+[W_0(\Omega_0)-U]=E_{\rm L}\).

A static kernel suffices because the electron and the hole on one cell couple to every mode with \(+M_s\) and \(-M_s\), which cancel. The couplings \(M_s\) are of order one in \(g\), so vertex diagrams in \(\Sigma\) are not small. The quasiparticle energies nevertheless do not need them: the direct solution lowers each charged state by \(\tfrac12(U-W_0)\), which is what section 5 obtains from a single-pole \(G\) with the same \(W\). For the gap, the only leading error of QSGW in this model is therefore in \(W\); nothing is claimed for satellites or spectral weights. It also follows that RPA on the local gap \(\Omega_0\) screens exactly: the missing self-energy \(+W_0\) and the missing ladder \(-W_0\) cancel, and GW\(_0\) on this reference (energies updated in \(G\) only) gives the exact gap at large \(g\). QSGW includes the first of the two and omits the second.

Since \(E_{\rm QS}>\Omega_0\) and \(W_0\) increases,
\[
E_{\rm QS}-E_{\rm L}=W_0(E_{\rm QS})-W_0(\Omega_0)>0 .
\]
For the dielectric constant, \(\varepsilon_{\rm QS}-1=(\varepsilon_{\rm L}-1)(\Omega_0+L)/(E_{\rm QS}+L)\). Subtracting from \(\varepsilon_{\rm L}-1\), using \(E_{\rm QS}-\Omega_0=W_0(E_{\rm QS})\) and dividing by \(\varepsilon_{\rm L}\),
\[
1-\frac{\varepsilon_{\rm QS}}{\varepsilon_{\rm L}}=\frac{\varepsilon_{\rm L}-1}{\varepsilon_{\rm L}}\;\frac{W_0(E_{\rm QS})}{E_{\rm QS}+L}.
\]
The underscreening is the on-site electron–hole attraction over the pair energy, diluted by the vacuum term in \(\varepsilon\) and by the local-field term \(L\), which is small in the example.

In the example \(\varepsilon_{\rm L}=1+36.75/7.133=6.15\), \(W_0(\Omega_0)=1.670\) eV and \(E_{\rm L}=8.670\) eV \(=1.389\times10^{-11}\) erg, against \(E_{\rm QS}=8.896\) eV \(=1.425\times10^{-11}\) erg. The underscreening is \((5.1525/6.1525)(1.8957/9.0289)=0.8375\times0.2100=0.176\). The polarizability is 21 percent below the exact one (ratio 0.787), \(\varepsilon\) is 17.6 percent below, and the gap is 0.226 eV too large, which is 2.6 percent of \(E_{\rm L}\) and 13.5 percent of the exact correction \(W_0(\Omega_0)\).

In this model, QSGW feeds the enlarged gap into \(W\) but omits the ladders that would cancel it at large \(g\), so it underscreens and overestimates the gap, by 17.6 percent in \(\varepsilon\) and 0.226 eV in the example. It remains to weigh the 0.8 scaling, the \(1/g\) terms, how universal the 20 percent is, and the effect of dispersion.
